Finite-difference estimators for path-integral energy and heat capacity, part 2

A path-integral simulation with P beads per ring is to give the energy E_P and heat capacity C_P of f Cartesian coordinates from values of the potential V alone. Here ħ = 1 and β = 1/(k_B T). The Trotter error, from finite P, is of order P⁻² and separate from the step bias.

Bead positions y_s have centroid y_c = P⁻¹ Σ_s y_s and deviations d_s = y_s − y_c. For a relative change t of β the ring is scaled by λ = √(1+t):

W(λ) = P⁻¹ Σ_s V(y_c + λ d_s),  U(t) = β(1+t) W(√(1+t)).

U_n is dⁿU/dtⁿ at t = 0, W₁ is dW/dλ at λ = 1, and ⟨…⟩ averages over the sampled rings. The analytic (centroid-virial) estimators are

βE_P = f/2 + ⟨U₁⟩,

C_P/k_B = f/2 + var U₁ − ⟨U₂⟩.

The finite-difference option, with step 0 < h < 1, replaces U₁ and U₂ on each configuration by

D₁ = [U(h) − U(−h)]/2h,  D₂ = [U(h) − 2U(0) + U(−h)]/h²,

giving E_h and C_h. For smooth V,

D₁ = U₁ + h²U₃/6 + h⁴U₅/120 + …,

D₂ = U₂ + h²U₄/12 + h⁴U₆/360 + …,

and the step biases are

βE_h − βE_P = a h² + O(h⁴),  a = ⟨U₃⟩/6,

(C_h − C_P)/k_B = b h² + O(h⁴),  b = cov(U₁,U₃)/3 − ⟨U₄⟩/12.

The h⁴ coefficient for C is var U₃/36 + cov(U₁,U₅)/60 − ⟨U₆⟩/360.

Expanding V about the centroid defines

w_k = P⁻¹ Σ_s (d_s·∇)^k V(y_c)/k!.

For a quartic V,

U₃ = β[(5/2)(3/2)(1/2) w₃ + 6w₄] = β[(15/8)w₃ + 6w₄],

U₄ = β(15/8)(−1/2) w₃ = −(15/16) βw₃,

D₁ − U₁ = βw₄h² + βw₃{[(1+h)^(5/2) − (1−h)^(5/2)]/2h − 5/2}.

A program tests these formulas, partly against transfer-matrix values. Its table includes a harmonic pair, for which the variance of the scaled energy estimator stays bounded in P while that of the primitive one grows as P/2 per mode.

## Measuring and removing the bias

The coefficients need no derivatives of V. Running two steps on the same configurations gives

b ≈ [C_{2h} − C_h]/(3h² k_B),  a ≈ β[E_{2h} − E_h]/3h²,

since (2h)² − h² = 3h². The sampling noise common to both steps cancels in the difference. The Richardson combination D^R = [4D(h) − D(2h)]/3, formed per configuration for 2h < 1, cancels the h² term because 4h² − (2h)² = 0, and multiplies the h⁴ term of D₁ and of D₂ by (4 − 16)/3 = −4. For C the term var U₃/36 then drops out, because U₃ is removed from D₁ before the variance is taken, and the leading error is −4h⁴[cov(U₁,U₅)/60 − ⟨U₆⟩/360]. Combining the two values of C instead would keep that term, multiplied by −4. Either combination takes 4P calls beyond the P values on the unscaled ring. Halving h should then reduce the error by 16; the program finds 16.05 for both E and C at P = 3 between h = 0.06 and 0.03.

## Round-off

Let each computed U carry an independent error of rms size r, of the order of the machine precision times |U|. The error of D₁ is the difference of two such terms over 2h, with rms R₁/h and R₁ = r/√2. The error of D₂ has weights 1, −2, 1, with rms R₂/h² and R₂ = √6 r. With T₁ = rms(U₃)/6 and T₂ = rms(U₄)/12, the squared error per configuration is

e₁² = T₁²h⁴ + R₁²/h²,  e₂² = T₂²h⁴ + R₂²/h⁴.

Setting the derivatives to zero gives 4T₁²h³ = 2R₁²/h³ and 4T₂²h³ = 4R₂²/h⁵, so

h₁ = (R₁²/2T₁²)^(1/6),  h₂ = (R₂/T₂)^(1/4).

The program tests the slopes, finding −1.03 and −2.00, and the positions of the minima within a factor of three. The independent-error picture predicts R₂/R₁ = √12 ≈ 3.5, while the measured values R₁ = 1.2 × 10⁻¹⁶ and R₂ = 2.9 × 10⁻¹⁶ have a ratio of 2.4, so that picture fixes the powers of h and not the prefactors. These values belong to steps h = 2⁻ⁿ, for which 1 ± h is exact; at other steps R₂ is nearer 5 × 10⁻¹⁶ and the ratio moves between about 2 and 4.

Part of the round-off is shared by all configurations. A relative rounding error δ in the factor β(1±h) shifts U by δU, and a rounding δλ in √(1±h) shifts it by about βW₁δλ. Both δ and δλ are the same for every configuration, so these shifts do not average out. A constant V₀ in the potential adds βV₀(1+t) to U. This term is linear in t and causes no step bias, but it raises r in proportion to β|V₀|, so total energies should be referred to a nearby zero before U, and especially D₁², are formed.

## Noise in the potential

Suppose each call made by the estimator returns V + ξ, with ξ of zero mean and variance σ_V², independent between calls and of the configuration. The sampling is assumed exact, and U(0) is assumed to be evaluated afresh. The noise in U(t) is η(t) = β(1+t) P⁻¹ Σ_s ξ_s, with variance (1+t)² s², where

s² = β²σ_V²/P.

The noise in D₁ is [η(h) − η(−h)]/2h. It has zero mean, so it adds no bias to E_h. Its variance is s²[(1+h)² + (1−h)²]/4h², and since it is independent of the clean D₁ it adds to var D₁. The heat capacity acquires the positive bias

ΔC/k_B = s²(1 + h²)/2h²,

which does not shrink with more samples. The noise in D₂ has zero mean and variance

s²[(1+h)² + (1−h)² + 4]/h⁴ = s²(6 + 2h²)/h⁴,

so for N evaluated configurations it contributes a standard error s√(6/N)/h² at small h. The ratio of bias to standard error is (s/2)√(N/6), independent of h, and the bias dominates for N > 24/s². A further random term, the sample covariance of D₁ with its noise, has standard error 2√(var U₁ · s²/(2h²N)) = s√(2 var U₁/N)/h. Its ratio to the D₂ standard error is h√(var U₁/3), and it is neglected here, which requires h² var U₁ ≪ 3. The sample variance of the noise in D₁ also fluctuates, for Gaussian noise by √(2/N) ΔC/k_B. At small h this is s/√12 times the D₂ standard error, and it is neglected as well, which requires s ≪ √12. Adding magnitudes gives an error scale

e(h) = |b|h² + A/h²,  A = s²/2 + s√(6/N).

Its derivative 2|b|h − 2A/h³ vanishes at

h* = (A/|b|)^(1/4),  e(h*) = 2√(A|b|).

This e is a scale for choosing h, not a predicted error: it adds a standard error to biases, and for b < 0 the two biases partly cancel. If σ_V is known, ΔC can be subtracted and s²/2 dropped from A. The analysis does not cover errors that vary smoothly with geometry and are correlated between the neighbouring rings, nor the reuse of a noisy U(0) that also entered the acceptance step.

## Worked example

The model has f = 1 with round parameters m = 1 u and V = ½kx² − gx³ + qx⁴, k = 2 eV/Å², g = 2 eV/Å³, q = 4 eV/Å⁴, at T = 300 K and P = 16. With ħ²/(u Å²) = 4.180159 × 10⁻³ eV, the harmonic quantum is ħω = √(4.180159 × 10⁻³ × 2) = 0.09143 eV. With k_BT = 0.025852 eV and β = 38.6817 eV⁻¹, βħω = 3.5369.

Samples are independent. Rings are drawn from the Gaussian weight of the harmonic part and accepted with probability exp[−β(mean ΔV − ΔV_min)], where ΔV = −gx³ + qx⁴. Its minimum lies at x = 3g/4q = 0.375 Å with ΔV_min = −0.02637 eV, so the probability never exceeds one and the accepted rings follow the anharmonic weight exactly. The acceptance must equal (Z_P/Z_P,harmonic) exp(βΔV_min) = 0.3278; the run gives 0.3272 from 1 250 000 proposals, and N = 409 000 rings are used in 40 batches.

The analytic derivatives, available because V is a polynomial, give

βE = 0.5 + 1.42384 = 1.92384,  E = 1.92384 × 0.025852 = 0.049735 ± 0.000039 eV,

C/k_B = 0.5 + 0.99979 − 1.15493 = 0.3449 ± 0.0042.

The transfer-matrix values for P = 16 are 0.049671 eV and 0.34816 k_B. The deviations, +6.4 × 10⁻⁵ eV and −0.0033 k_B, are 1.6 and 0.8 standard errors. The bias coefficients are

a = 0.31683/6 = 0.05280 ± 0.00008,  a k_BT = 1.365 × 10⁻³ eV,

b = 0.23675/3 − 0.00237/12 = 0.07892 − 0.00020 = 0.07872 ± 0.00047.

The error on a is the batch estimate and is somewhat low: with var U₃/36 ≈ 0.0045, √(0.0045/N) gives 0.00010, and a larger sample gives a ≈ 0.0525 and b ≈ 0.078. The centroid expansion accounts for these averages. With ⟨w₃⟩ = −6.5352 × 10⁻⁵ eV and ⟨w₄⟩ = 1.3855 × 10⁻³ eV,

⟨U₃⟩ = 38.6817 × (−1.225 × 10⁻⁴ + 8.313 × 10⁻³) = 0.3168,

⟨U₄⟩ = (15/16) × 38.6817 × 6.5352 × 10⁻⁵ = 0.00237.

The quartic term dominates a, and the covariance dominates b. The shifts relative to the analytic estimators on the same sample are:

| h | E shift (eV) | a h² k_BT | C shift (k_B) | b h² |
|---|---|---|---|---|
| 0.02 | 5.460e-7 | 5.460e-7 | 3.149e-5 | 3.149e-5 |
| 0.04 | 2.184e-6 | 2.184e-6 | 1.260e-4 | 1.259e-4 |
| 0.1 | 1.365e-5 | 1.365e-5 | 7.876e-4 | 7.872e-4 |
| 0.5 | 3.412e-4 | 3.413e-4 | 1.997e-2 | 1.968e-2 |

The two-step formula with h = 0.02 gives b ≈ (1.260 × 10⁻⁴ − 3.149 × 10⁻⁵)/(3 × 0.0004) = 0.0788 and a k_BT ≈ (2.184 × 10⁻⁶ − 5.460 × 10⁻⁷)/0.0012 = 1.365 × 10⁻³ eV.

The h² law holds surprisingly far out. For E the all-orders formula explains it: the w₄ term is exactly quadratic, 1.3855 × 10⁻³ × 0.25 = 3.464 × 10⁻⁴ eV, and only the small w₃ term has higher orders. Its bracket at h = 0.5 is 1.5^(5/2) − 0.5^(5/2) − 2.5 = 0.0789, against (15/48) × 0.25 = 0.0781 at leading order, and the total is 3.464 × 10⁻⁴ − 5.2 × 10⁻⁶ = 3.412 × 10⁻⁴ eV. This is a property of the quartic model and should not be assumed for a potential with a steep repulsive wall. For C the excess at h = 0.5 is 2.9 × 10⁻⁴ k_B. It comes almost entirely from the term var U₃/36 = T₁² − a², multiplied by h⁴ = 0.0625. The printed T₁ = 0.0924 is taken on only 2000 rings and is too noisy for this purpose: it gives 3.6 × 10⁻⁴. On a large sample T₁ is close to 0.085, so var U₃/36 ≈ 0.0045 and the term is 2.8 × 10⁻⁴. The remaining h⁴ terms contain only the small w₃ and contribute about 10⁻⁶.

At h = 0.1 the option returns E = 0.04975 eV = 1.828 × 10⁻³ hartree and C = 0.346 k_B = 2.98 × 10⁻⁵ eV/K. The error bars of the analytic estimators carry over, since D and U differ only at order h².

The infinite-P values from a DVR diagonalization are 0.050098 eV and 0.31578 k_B. The Trotter errors at P = 16 are −4.3 × 10⁻⁴ eV and +0.032 k_B, the latter 10% of the exact C. They are about 30 and 40 times the step bias at h = 0.1. The error ratios between P = 32 and 64 are 3.982 and 3.966, close to the factor 4 of a P⁻² law. At h = 0.5 the energy, 0.050076 eV, lies within 2.2 × 10⁻⁵ eV of the infinite-P value by accident: the step bias of +3.4 × 10⁻⁴ eV and the Trotter error of −4.3 × 10⁻⁴ eV largely cancel, leaving −0.9 × 10⁻⁴ eV, and the sampling deviation of +0.6 × 10⁻⁴ eV removes most of the rest. In C the step bias and the Trotter error add.

For round-off, T₁ = 0.0924 and T₂ = 0.0046 (both from 2000 rings; the large-sample values 0.085 and 0.0041 raise both steps by about 3%) give h₂ = (2.9 × 10⁻¹⁶/0.0046)^(1/4) = 5.0 × 10⁻⁴ and h₁ = 9.6 × 10⁻⁶. A scan in factors of two finds minima at 4.9 × 10⁻⁴ and 7.6 × 10⁻⁶, with rms errors of 1.7 × 10⁻⁹ in D₂ and 1.7 × 10⁻¹¹ in D₁.

For noise, take σ_V = 10⁻³ eV, so s = 38.6817 × 10⁻³/4 = 0.00967. At h = 0.02 the predicted bias is 0.00967² × 1.0004/0.0008 = 0.1169, against a measured gain in var D₁ of 0.1166 ± 0.0011. The D₂ noise is 59.2 per configuration by the formula and 59.3 measured, or 0.093 on the mean. The noisy C lies 0.15 k_B above the analytic value, consistent with 0.117 ± 0.093, and is useless against C ≈ 0.35 k_B. The balance gives

A = 4.68 × 10⁻⁵ + 3.70 × 10⁻⁵ = 8.38 × 10⁻⁵,

h* = (8.38 × 10⁻⁵/0.07872)^(1/4) = 0.181,  e(h*) = 0.0051 k_B.

At h* the expected shift is b h*² + ΔC = 0.0026 + 0.0015 = 0.0041 k_B with a standard error of 0.0011, and the run gives 0.0046. The neglected term of order 1/h belongs to the ± 0.00012 on the variance gain and is small, as assumed. The program and its full output follow this text.

## Settings

For a smooth potential evaluated to machine precision, the step is limited from above by the statistical errors σ_E and σ_C, with σ_C in units of k_B. Requiring the bias to stay below a quarter of the error bar, a chosen margin, gives

h ≤ √(σ_C/4|b|),  h ≤ √(βσ_E/4|a|).

In the example these limits are √(0.0042/0.315) = 0.12 and √(3.9 × 10⁻⁵/5.46 × 10⁻³) = 0.085. The lower limit is far away: at h = 0.02 the round-off in D₂ is R₂/0.0004, of order 10⁻¹² per configuration. Steps between about 10⁻⁶ and 0.08 are equivalent within the margin in this model. The upper part of that range, a few hundredths, costs nothing in accuracy and is far more tolerant of call-to-call errors in V than the round-off optimum h₂, because such errors enter D₂ as 1/h². An error in V that is smooth in the geometry is not amplified by a small step.

Since a and b depend on the system and on temperature, a short pilot run with two steps should measure them. The limits tighten as N^(−1/4), because the error bars fall as N^(−1/2). For a system with short-ranged correlations, a, b and var U₁ are proportional to f. The error βσ_E = √(var U₁/N) grows as √f, so the limit from E falls as f^(−1/4). The error of a sample variance of a nearly Gaussian U₁ is √(2/N) var U₁, proportional to f, so at large f the limit from C no longer depends on f. These size scalings are estimates and are not tested here.

For a noisy potential, estimate σ_V from repeated evaluations at one geometry, form s and A, and set h = h*, provided h* comes out well below 1. The estimator needs h < 1, and in the example h* reaches 1 near σ_V = 0.04 eV. If e(h*) exceeds the target, subtract ΔC or reduce σ_V. Richardson extrapolation is the remedy for large b, but it raises the noise: with v the noise variance of D₁ at step h and about v/4 at 2h, the combination has (16 + ¼)v/9 ≈ 1.8v. In D₂ the weights become 4/3, 4/3, −1/12, −1/12 and −5/2, whose squares sum to 9.8 instead of 6, so at small h the standard error rises by 1.28, or by 1.65 at an equal number of calls (5P against 3P per configuration). Well below h*, where noise dominates, the extrapolation loses. At h* the step bias is half of e and both noise factors are below 2, so the extrapolation lowers the error scale if the h⁴ term is small. The gain grows at larger h, as long as 2h stays well below 1 and the h⁴ term stays small.

The bead number is converged separately, by repeating the run at two values of P with h held inside the window above, so that a cancellation like the one at h = 0.5 cannot be mistaken for convergence.

Table of computed values

```
T = 300 K, m = 1 u, k = 2 eV/A^2, g = 2 eV/A^3, q = 4 eV/A^4
kT = 0.025852 eV, beta = 38.6817 1/eV, hbar^2/(u A^2) = 4.180159e-03 eV
hbar w = 0.09143 eV, beta hbar w = 3.5369
P=3 t=-0.3: Z ratio transfer 1.695694156, scaled average 1.695694156
P=3 t=+0.3: Z ratio transfer 0.633884193, scaled average 0.633884193
P=3 beta E: estimator 1.62061790, transfer 1.62061790
P=3 C (kB): estimator 0.76678086, transfer 0.76678086
P=3 a: formula 0.0266135, measured 0.0266135
P=3 b: formula 0.0731316, measured 0.0731316
P=3 Richardson error ratio h=0.06/0.03: E 16.05, C 16.05
pair: m = 1, 16 u, K = [[2,-1],[-1,3]] eV/A^2, beta hbar w = 0.9803, 3.5667
pair P=8: beta E 2.922256 (exact 2.922256), C 1.386592 kB (exact 1.386592)
pair P=8: variance in (kT)^2, scaled 1.3088, primitive 6.46
pair P=64: beta E 2.965144 (exact 2.965144), C 1.305572 kB (exact 1.305572)
pair P=64: variance in (kT)^2, scaled 1.2707, primitive 62.34
pair P=128: beta E 2.965673 (exact 2.965673), C 1.304536 kB (exact 1.304536)
pair P=128: variance in (kT)^2, scaled 1.2702, primitive 126.34
exact P=inf: E = 0.050098 eV, C = 0.31578 kB
exact P=16:  E = 0.049671 eV, C = 0.34816 kB
Trotter error P=16: E -4.275e-04 eV, C +3.238e-02 kB
Trotter error ratio P=32/64: E 3.982, C 3.966
min(V-Vharm) = -0.02637 eV at x = 0.375 A; acceptance 0.3272 (exact 0.3278)
proposals 1250000, samples N = 409000, batches 40
<U1> = 1.42384, var U1 = 0.99979, <U2> = 1.15493
<U3> = 0.31683, <U4> = 0.00237, cov(U1,U3) = 0.23675
a = 0.05280 +- 0.00008, a kT = 1.3651e-03 eV, b = 0.07872 +- 0.00047
virial: E = 0.049735 +- 0.000039 eV, C = 0.3449 +- 0.0042 kB
h=0.02: E 0.049736 eV, shift 5.460e-07, a h^2 kT 5.460e-07 eV
h=0.02: C 0.34489 kB, shift 3.149e-05, b h^2 3.149e-05 kB
h=0.04: E 0.049737 eV, shift 2.184e-06, a h^2 kT 2.184e-06 eV
h=0.04: C 0.34498 kB, shift 1.260e-04, b h^2 1.259e-04 kB
h=0.1: E 0.049749 eV, shift 1.365e-05, a h^2 kT 1.365e-05 eV
h=0.1: C 0.34564 kB, shift 7.876e-04, b h^2 7.872e-04 kB
h=0.5: E 0.050076 eV, shift 3.412e-04, a h^2 kT 3.413e-04 eV
h=0.5: C 0.36482 kB, shift 1.997e-02, b h^2 1.968e-02 kB
main, h=0.1: E = 0.04975 eV = 1.8282e-03 hartree
main, h=0.1: C = 0.3456 kB = 2.979e-05 eV/K
<w3> = -6.5352e-05 eV, <w4> = 1.3855e-03 eV
round-off slopes: D1 -1.03, D2 -2.00; R1 = 1.2e-16, R2 = 2.9e-16
T1 = 0.0924, T2 = 0.0046; predicted best h: D1 9.6e-06, D2 5.0e-04
scanned best h: D1 7.6e-06 (rms 1.7e-11), D2 4.9e-04 (rms 1.7e-09)
sigma_V = 1e-03 eV, s = 0.00967, A = 8.380e-05, h* = 0.181
error scale at h*: 2 sqrt(A|b|) = 0.0051 kB
h=0.020: var D1 gain 0.11657 +- 0.00110, formula 0.11694
h=0.020: D2 noise rms 59.2678, formula 59.2230, on mean 0.0926
h=0.020: noisy C - virial C = +0.1507 kB
h=0.181: var D1 gain 0.00143 +- 0.00012, formula 0.00148
h=0.181: D2 noise rms 0.7298, formula 0.7299, on mean 0.0011
h=0.181: noisy C - virial C = +0.0046 kB
```
